# Why interfacial loss and dc conductivity show different activation energies

## Two slopes from one sample

Suppose that a ceramic pellet has an interfacial loss peak whose frequency rises 3.77 times between 250 and 350 K. If one activated process governed both the peak and the dc conductivity, the conductivity would rise by the same factor. In the model pellet treated below it rises 2856 times, so a dc value extrapolated with the peak's activation energy would be wrong by a factor of about 760 over 100 K.

The two measurements weight the same two layers differently. Steady current must cross both layers, so their resistances add. Interfacial charge can relax through either layer, so their conductances add.

## The model and its charge balance

Two uniform ohmic layers, $i=1,2$, are stacked between electrodes. They have thickness $d_i$, conductivity $\sigma_i$ and absolute permittivity $\epsilon_i$. Per unit area,

$$G_i=\frac{\sigma_i}{d_i},\qquad C_i=\frac{\epsilon_i}{d_i},\qquad R_i=\frac1{G_i}.$$

"Conductive" here means larger $G_i$, which is not necessarily larger $\sigma_i$. Contact impedance is neglected, and $\sigma_i$ and $\epsilon_i$ do not depend on frequency.

Let $V_1$ and $V_2$ be the voltage drops, with $V=V_1+V_2$. Counting fields from layer 1 to layer 2 as positive, the free charge per area at the interface is the jump in displacement,

$$q=C_2V_2-C_1V_1.$$

Charge arrives through layer 1 and leaves through layer 2:

$$\frac{dq}{dt}=G_1V_1-G_2V_2.$$

Substituting $V_1=V-V_2$ in both equations and collecting terms gives

$$(C_1+C_2)\frac{dV_2}{dt}+(G_1+G_2)V_2=G_1V+C_1\frac{dV}{dt}. \tag{1}$$

## Contribution one: steady current

In the steady state $dq/dt=0$, so the same current density $J$ crosses each layer. Then $V_i=JR_i$ and

$$G_{\rm dc}=\frac{J}{V}=\frac1{R_1+R_2}=\frac{G_1G_2}{G_1+G_2}. \tag{2}$$

If $R_2\gg R_1$, then $G_{\rm dc}\simeq G_2$: the resistive layer sets the dc conductivity $\sigma_{\rm dc}=dG_{\rm dc}$, where $d=d_1+d_2$.

## Contribution two: relaxation of interfacial charge

Now disturb the interface while an ideal voltage source holds $V$ constant. The deviations satisfy $\delta V_1=-\delta V_2$, so

$$\delta q=(C_1+C_2)\,\delta V_2,\qquad
\frac{d\,\delta q}{dt}=-(G_1+G_2)\,\delta V_2.$$

Eliminating $\delta V_2$ gives exponential decay with the rate

$$\frac1\tau=\frac{G_1+G_2}{C_1+C_2}. \tag{3}$$

Seen from the interface, both electrodes are at fixed potential and the layers are in parallel. If $G_1\gg G_2$, nearly all the excess charge leaves through layer 1. Layer 2 may still supply most of the capacitance, but if the permittivities are constant it does not set the temperature dependence of the rate.

To connect this decay with a loss peak, use the time factor $e^{i\omega t}$ and write $s=i\omega$, $G=G_1+G_2$, $C=C_1+C_2$. The series admittance is

$$Y=\frac{(G_1+sC_1)(G_2+sC_2)}{G+sC}.$$

Subtract its low-frequency conductance $G_{\rm dc}=G_1G_2/G$ and its high-frequency capacitive part $sC_\infty$, where $C_\infty=C_1C_2/C$. The constant and $s^2$ terms in the numerator cancel, leaving

$$Y-G_{\rm dc}-sC_\infty=\frac{sB}{G+sC},$$

$$B=G_1C_2+G_2C_1-\frac{C}{G}G_1G_2-\frac{G}{C}C_1C_2 .$$

Put $G_2=G-G_1$ and $C_2=C-C_1$, and multiply by $GC$:

$$\begin{aligned}
GCB={}&GC(G_1C+GC_1-2G_1C_1)\\
&-C^2(GG_1-G_1^2)-G^2(CC_1-C_1^2)\\
={}&(CG_1-GC_1)^2=(G_1C_2-G_2C_1)^2 .
\end{aligned}$$

Therefore

$$Y=G_{\rm dc}+i\omega C_\infty+\frac{i\omega\,\Delta C}{1+i\omega\tau},\qquad
\Delta C=\frac{(G_1C_2-G_2C_1)^2}{CG^2}. \tag{4}$$

Define the effective permittivity by $Y=i\omega(\epsilon'-i\epsilon'')/d$, so that $\epsilon''=d\,{\rm Re}\,Y/\omega$. After subtraction of the dc loss,

$$\epsilon''_{\rm relax}=d\,\Delta C\,\frac{\omega\tau}{1+\omega^2\tau^2}.$$

The derivative of the last fraction with respect to $\omega\tau$ is proportional to $1-\omega^2\tau^2$, so the peak lies at $\omega_p=1/\tau$. Its height vanishes if $G_1C_2=G_2C_1$, because the two layers then have equal $\epsilon_i/\sigma_i$ and no interfacial charge builds up.

## Weighing the activation energies

Let $\beta=1/kT$, and define the activation energy of a positive quantity $X$ by

$$E_X=-\frac{d\ln X}{d\beta}.$$

Take $\sigma_i\propto e^{-\beta E_i}$ with constant prefactors and permittivities. Then $dR_i/d\beta=E_iR_i$. With the resistance shares $r_i=R_i/(R_1+R_2)$, equation (2) gives

$$E_{\rm dc}=\frac{d\ln(R_1+R_2)}{d\beta}=r_1E_1+r_2E_2. \tag{5}$$

For the peak, $dG_i/d\beta=-E_iG_i$, so equation (3) gives

$$E_p=\frac{G_1E_1+G_2E_2}{G_1+G_2}.$$

The conductance shares are the resistance shares with the labels exchanged:

$$\frac{G_1}{G_1+G_2}=\frac{1/R_1}{1/R_1+1/R_2}=\frac{R_2}{R_1+R_2}=r_2.$$

Hence

$$E_p=r_2E_1+r_1E_2,\qquad E_p+E_{\rm dc}=E_1+E_2. \tag{6}$$

The difference is $E_{\rm dc}-E_p=(r_2-r_1)(E_2-E_1)$. It vanishes when the energies are equal or when the layer resistances are equal. If $R_2\gg R_1$, the peak gives $E_1$ and dc conduction gives $E_2$.

Nothing requires $E_1<E_2$. A conductive layer with a large prefactor may have the larger activation energy, and the peak then has the steeper slope.

## A ceramic with resistive boundaries

Consider a 1 mm pellet with a repeat length of 10 µm, containing 100 resistive boundaries, each 100 nm wide. Identical units in series can be lumped, giving 990 µm of grain (layer 1) and 10 µm of boundary (layer 2). Both have relative permittivity 100. At 300 K the chosen conductivities are $10^{-2}$ and $10^{-9}$ S/cm, with energies 0.10 and 0.60 eV.

The areal quantities are

$$G_1=\frac{10^{-2}}{0.099}=0.101,\qquad G_2=\frac{10^{-9}}{0.001}=10^{-6}\ {\rm S/cm^2},$$

$$C_1=8.94\times10^{-11},\qquad C_2=8.85\times10^{-9}\ {\rm F/cm^2}.$$

Thus

$$\tau=\frac{8.94\times10^{-9}}{0.101}=8.85\times10^{-8}\ {\rm s},\qquad
f_p=\frac1{2\pi\tau}=1.80\ {\rm MHz},$$

while $\sigma_{\rm dc}\simeq(0.1\ {\rm cm})G_2=1.0\times10^{-7}$ S/cm. The boundaries provide most of the capacitance in $\tau$, and the grains provide nearly all the conductance.

| $T$ (K) | $f_p$ (MHz) | $\sigma_{\rm dc}$ (S/cm) |
|---:|---:|---:|
| 250 | 0.829 | $9.64\times10^{-10}$ |
| 300 | 1.80 | $1.00\times10^{-7}$ |
| 350 | 3.12 | $2.75\times10^{-6}$ |

With $k=8.617\times10^{-5}$ eV/K, the change in $\beta$ between 350 and 250 K is 13.26 eV$^{-1}$. The slopes are

$$E_p=\frac{\ln3.77}{13.26}=0.10\ {\rm eV},\qquad
E_{\rm dc}=\frac{\ln2856}{13.26}=0.60\ {\rm eV}.$$

Changing one conductivity at a time at 300 K, with everything else fixed, separates the causes. A tenfold increase in grain conductivity moves the peak up tenfold and leaves $\sigma_{\rm dc}$ unchanged to four digits. A tenfold increase in boundary conductivity raises $\sigma_{\rm dc}$ tenfold and shifts the peak by about 0.01%.

## When the weights change

The boundary resistance falls faster on heating than the grain resistance. Extrapolating the same parameters gives:

| $T$ (K) | $r_2$ | $E_p$ (eV) | $E_{\rm dc}$ (eV) |
|---:|---:|---:|---:|
| 600 | 0.864 | 0.168 | 0.532 |
| 742 | 0.500 | 0.350 | 0.350 |
| 900 | 0.202 | 0.499 | 0.201 |

At 742 K the resistances are equal. Above it the boundaries are the conductive layer in the sense of $G$, and the two energies exchange roles. These rows illustrate the formulas and do not predict the behaviour of a hot ceramic.

Thickness can reverse the roles even at 300 K. Keep the geometry, permittivities and energies, but set the conductivities to $10^{-2}$ S/cm in the thick layer and $5\times10^{-3}$ S/cm in the thin one. Their resistances are $0.099/10^{-2}=9.9$ and $0.001/(5\times10^{-3})=0.20$ Ω cm². The better conductor now holds 98% of the resistance, giving $E_{\rm dc}=0.11$ eV and $E_p=0.59$ eV. This $E_p$ belongs to the dc-subtracted peak, which would be hard to measure here: at its frequency the dc loss is about 400 times the peak height.

## The competing contribution of dc loss

Without subtraction, the loss contains $G_{\rm dc}/\omega$. With $x=\omega\tau$,

$$\frac{\epsilon''}{d\,\Delta C}=\frac gx+\frac{x}{1+x^2},\qquad
g=\frac{G_{\rm dc}\tau}{\Delta C}=\frac{G_1G_2C^2}{(G_1C_2-G_2C_1)^2}.$$

Let $u=x^2$. The derivative with respect to $x$ is

$$\frac1u\left[h(u)-g\right],\qquad h(u)=\frac{u(1-u)}{(1+u)^2}.$$

Since $h'(u)=(1-3u)/(1+u)^3$, the largest value of $h$ is $h(1/3)=1/8$. A maximum therefore exists only if $g<1/8$. Setting $h=g$ gives

$$(1+g)u^2-(1-2g)u+g=0.$$

The loss rises between the two roots and falls above them, so the maximum is at the larger root:

$$(\omega_{\max}\tau)^2=u=\frac{1-2g+\sqrt{1-8g}}{2(1+g)}. \tag{7}$$

A visible maximum also limits the mixing of energies. Label the conductive layer 1, and set $\rho=G_2/G_1\le1$ and $c=C_1/C_2$. Then

$$g=\rho\,\frac{(1+c)^2}{(1-\rho c)^2}\ge\rho,$$

because $|1-\rho c|\le1+c$. Visibility thus requires $\rho<1/8$. The other layer's weight in $E_p$ is $\rho/(1+\rho)<1/9$, so the energy of $1/\tau$ lies within $|E_2-E_1|/9$ of the conductive layer's value.

That bound does not apply to the slope of the unsubtracted maximum, because $u$ also varies with temperature:

$$E_{\max}=E_p-\frac12\frac{d\ln u}{d\beta}.$$

In the example $g$ is only $1.0\times10^{-5}$ at 300 K, so the correction is negligible there. At 550 K, $g=0.0665$ and the maximum lies at $\omega\tau=0.853$. Differentiating (7) gives $d\ln u/dg\simeq-6.0$. Because $C_1\ll C_2$, $g$ is nearly proportional to $G_2/G_1$, so $dg/d\beta\simeq-0.50g=-0.033$ eV. The correction is $-\tfrac12(6.0)(0.033)\simeq-0.10$ eV. It lowers $E_p=0.13$ eV to an apparent 0.031 eV, below the energy of either layer. The maximum disappears above 585 K in this model.

## A different weighting: the electric modulus

With the terminals open, no external current compensates the layers. Each then obeys $C_i\,dV_i/dt=-G_iV_i$ and relaxes at its own rate $G_i/C_i=\sigma_i/\epsilon_i$. The modulus spectrum displays these separate rates. With $Z=1/Y$, $\tau_i=C_i/G_i$, $C_0=\epsilon_0/d$ and $M=i\omega C_0Z$,

$$M''=\omega C_0\,{\rm Re}\,Z=\sum_i\frac{C_0}{C_i}\frac{\omega\tau_i}{1+\omega^2\tau_i^2}.$$

At 300 K the example has modulus peaks at 18 Hz with energy 0.60 eV and at 180 MHz with energy 0.10 eV. A resolved modulus spectrum can therefore show both energies, whereas the interfacial peak in $\epsilon''$ shows one. The boundary peak is only 1% as high as the grain peak here, so resolving it needs accurate low-frequency data.

## The model beside a real ceramic

The parameters lie in the rough regime of calcium copper titanate ceramics, with semiconducting grains, resistive boundaries and an apparent relative permittivity of order $10^4$. The model gives $10^4$ below the peak and 100 above it. Boundary width and conductivity vary between real samples, and the values here are round inputs. Uniform, identical layers with constant prefactors and permittivities are the assumptions most open to doubt. If both conductivities carry a $1/T$ hopping prefactor, both energies fall by $kT=0.026$ eV at 300 K, a quarter of the grain value. An assumed permittivity drift of $-10^{-3}$ K$^{-1}$ adds $-kT^2\,d\ln\epsilon/dT=0.008$ eV to $E_p$ if the conductivities themselves are unaffected. In this series stack, a Gaussian spread of 0.030 eV in barrier height, represented by 100 equally probable barriers with a common prefactor, raises $E_{\rm dc}$ to 0.633 eV, because equation (5), extended to many layers, weights each barrier by its resistance, and higher barriers have more resistance. It leaves $E_p$ at 0.100 eV. The rise in $E_{\rm dc}$ assumes that each barrier spans the whole cross-section. In a three-dimensional ceramic whose barriers vary from one grain contact to the next, current can pass around the higher ones, and the same spread can instead lower $E_{\rm dc}$ slightly.

Two further corrections are small for these inputs. Boundaries parallel to the current cover an area fraction of about $2\times100\,{\rm nm}/10\,\mu{\rm m}=0.02$ and carry about $2\times10^{-4}$ of the main dc current. At 1 V each boundary drops 10 mV. For a symmetric barrier with current proportional to $\sinh(eV_b/2kT)$, where $V_b$ is that drop, the ratio of current to voltage rises by 0.6% and the differential conductance by 1.9%.

If each boundary is a double depletion layer with half-width $w=50$ nm and barrier $\phi=0.60$ V, the donor density is $N=2\epsilon\phi/(ew^2)=2.7\times10^{18}$ cm$^{-3}$. The applied field of $10^{-3}$ MV/cm is then small beside the built-in maximum $2\phi/w=0.24$ MV/cm. The barrier does, however, depend on the permittivity: if the donor and trapped interface charges stay fixed, $\phi\propto1/\epsilon$. With $G_2\propto e^{-e\phi/kT}$, the permittivity drift assumed above would then lower $E_{\rm dc}$ by 0.18 eV at 300 K, far more than it changes $E_p$. With the free-electron mass $m$, the tunnelling energy $(e\hbar/2)\sqrt{N/(m\epsilon)}$ is 3 meV, well below $kT$, so the current stays thermally activated, with an energy close to the barrier height. Tunnelling near the sharp top of the barrier is still not negligible: if electrons crossed it without scattering, about 40% of the current would pass below the top, and $E_{\rm dc}$ would be lowered by about 0.016 eV. If all donors in the grain are ionised, the implied mobility is $\sigma_1/(eN)=0.02$ cm²/Vs. Such a low value suggests hopping, so this band estimate is only a guide. Setting $\phi$ equal to the boundary's activation energy is also approximate. If carriers drift and diffuse over the barrier with the grain's activated conductivity, the grain energy adds to the barrier. Then $\phi=0.51$ V reproduces the chosen boundary conductivity and $\phi=0.53$ V the chosen energy, but no single value reproduces both exactly. With either value, the estimates in this paragraph change by less than 20%. With all donors ionised the Debye length is 7 nm, about 15% of the half-width, and it is longer if fewer are ionised. The layer edges are therefore diffuse, and $G_2$ and $C_2$ are best read as effective boundary quantities.

All numerical values are calculated from the stated model.
